**Bhabha scattering: analytic pole map, flat sampling and VEGAS**

With \(y=-t/s=\sin^2(\theta/2)\) and \(h=1-y+y^2\), the massless tree-level cross section is \(d\sigma/dy=(4\pi\alpha^2/s)\,h^2/y^2\). The map \(1/y=1/y_0-DX\), with \(D=1/y_0-1/y_1\) and \(X\) uniform on \((0,1)\), leaves the bounded weight \(Dh^2\). The program asserts the squared amplitude and its chirality parts against explicit massive Dirac spinors, and the closed integrals against quadrature. It also asserts the small-cut limits, the efficiency bound \(9/16\) on random cuts, and the variance and efficiency laws for a pure pole on bins of equal integral. Simulations of all four samplers are compared with the computed mean, variance, acceptance and share of accepted events below 20°, within five standard errors. At 10 GeV and 10° to 170°, the relative variance per point is 46.2 for flat sampling, 0.0059 for the map, 0.025 for VEGAS and 0.00026 for VEGAS after the map. The unweighting efficiencies are 0.0073, 0.957, 0.196 and 0.645 in the same order, so the sampler with the least variance is not the one with the best efficiency. The output also shows a smaller VEGAS variance after 20 training rounds than after 80.

## Program and output

```python
"""
Bhabha scattering e- e+ -> e- e+ at tree level in QED: Monte Carlo sampling.

Result under test: with y = -t/s = sin^2(theta/2) and h = 1 - y + y^2,
    d(sigma)/dy = (4 pi alpha^2 / s) h^2 / y^2       (electron mass neglected).
The map 1/y = 1/y0 - D X, D = 1/y0 - 1/y1, X uniform on (0,1), turns the
integrand h^2/y^2 into the bounded weight D h^2.  Its variance and its
hit-or-miss efficiency are compared with flat sampling and with VEGAS.

Symbols: s, t, u Mandelstam invariants; y0, y1 limits of y; w event weight;
relative variance = E[w^2]/E[w]^2 - 1; efficiency = E[w]/max(w).
Energies are in GeV, cross sections in nb.
"""
import numpy as np
from numpy.polynomial.polynomial import polypow
from scipy import constants
from scipy.integrate import quad

rng = np.random.default_rng(20240611)
alpha = constants.fine_structure
mass = constants.physical_constants[
    "electron mass energy equivalent in MeV"][0] / 1000.0
hbar_c = constants.hbar * constants.c / (constants.e * 1e9)   # GeV m
gev2_to_nb = hbar_c**2 / 1e-37                              # 1 nb = 1e-37 m^2

root_s = 10.0
s = root_s**2
theta_min, theta_max = np.radians(10.0), np.radians(170.0)
y0, y1 = np.sin(theta_min / 2)**2, np.sin(theta_max / 2)**2
D = 1 / y0 - 1 / y1
bins = 50

# ---------- squared amplitude from explicit Dirac spinors ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
one, zero = np.eye(2), np.zeros((2, 2))
gamma = np.array([np.block([[one, zero], [zero, -one]])]
                 + [np.block([[zero, p], [-p, zero]]) for p in pauli])
gamma5 = np.block([[zero, one], [one, zero]])
metric = np.array([1.0, -1.0, -1.0, -1.0])


def slash(p):
    return np.einsum("m,mab->ab", metric * p, gamma)


def electron_spinors(p):
    return (slash(p) + mass * np.eye(4))[:, :2] / np.sqrt(p[0] + mass)


def positron_spinors(p):
    return (-slash(p) + mass * np.eye(4))[:, 2:] / np.sqrt(p[0] + mass)


def current(left, right):
    bar = left.conj().T @ gamma[0]
    return np.array([bar @ g @ right for g in gamma])


def spin_sum(theta, chirality=None):
    """Sum over spins of |M|^2/e^4; optional chiralities of u1 and v4."""
    energy = root_s / 2
    k = np.sqrt(energy**2 - mass**2)
    direction = np.array([np.sin(theta), 0.0, np.cos(theta)])
    p1 = np.array([energy, 0, 0, k])
    p2 = np.array([energy, 0, 0, -k])
    p3 = np.concatenate(([energy], k * direction))
    p4 = np.concatenate(([energy], -k * direction))
    u1, u3 = electron_spinors(p1), electron_spinors(p3)
    v2, v4 = positron_spinors(p2), positron_spinors(p4)
    if chirality is not None:
        u1 = 0.5 * (np.eye(4) + chirality[0] * gamma5) @ u1
        v4 = 0.5 * (np.eye(4) + chirality[1] * gamma5) @ v4
    t = np.sum(metric * (p1 - p3)**2)
    scatter = np.einsum("m,mki,mjl->kijl", metric,
                        current(u3, u1), current(v2, v4)) / t
    annihilate = np.einsum("m,mji,mkl->kijl", metric,
                           current(v2, u1), current(u3, v4)) / s
    return np.sum(np.abs(scatter - annihilate)**2)


def h(y):
    return 1 - y + y * y


def shape(y):
    return (h(y) / y)**2


for angle in np.radians([10.0, 60.0, 120.0, 170.0]):
    y = np.sin(angle / 2)**2
    assert np.isclose(spin_sum(angle) / 4, 4 * shape(y), rtol=1e-5)
    same = 4 * (1 - y)**2 * (1 - 1 / y)**2
    opposite = 4 * (1 / y**2 + y**2)
    for a in (-1, 1):
        for b in (-1, 1):
            expected = same if a == b else opposite
            assert np.isclose(spin_sum(angle, (a, b)), expected,
                              rtol=1e-5, atol=1e-6)
mass_effect = abs(spin_sum(theta_min) / (16 * shape(y0)) - 1)

# two-component completeness relations behind the chirality amplitudes
sigma = np.concatenate(([one], pauli))
sigma_bar = np.concatenate(([one], -pauli))
eps = np.array([[0, 1], [-1, 0]])
assert np.allclose(np.einsum("m,mab,mcd->abcd", metric, sigma_bar, sigma_bar),
                   2 * np.einsum("ac,bd->abcd", eps, eps))
assert np.allclose(np.einsum("m,mab,mcd->abcd", metric, sigma_bar, sigma),
                   2 * np.einsum("ad,bc->abcd", one, one))


# ---------- closed integrals against quadrature ----------
def shape_integral(a, b):
    return (1 / a - 1 / b - 2 * np.log(b / a) + 3 * (b - a)
            - (b**2 - a**2) + (b**3 - a**3) / 3)


def power_integral(coefficients, n, a, b):
    """Integral of polynomial(y) / y^n from a to b."""
    total = 0.0
    for k, c in enumerate(coefficients):
        q = k - n + 1
        total += c * (np.log(b / a) if q == 0 else (b**q - a**q) / q)
    return total


h_fourth = polypow([1, -1, 1], 4)


def flat_variance(a, b):
    second = (b - a) * power_integral(h_fourth, 4, a, b)
    return second / shape_integral(a, b)**2 - 1


def map_variance(a, b):
    second = (1 / a - 1 / b) * power_integral(h_fourth, 2, a, b)
    return second / shape_integral(a, b)**2 - 1


def unit_flat(x):
    return (y1 - y0) * shape(y0 + (y1 - y0) * x)


def y_map(x):
    return 1 / (1 / y0 - D * x)


def unit_map(x):
    return D * h(y_map(x))**2


integral = shape_integral(y0, y1)
for weight, formula in ((unit_flat, flat_variance), (unit_map, map_variance)):
    options = dict(epsabs=0, epsrel=1e-10, limit=300)
    first = quad(weight, 0, 1, **options)[0]
    second = quad(lambda x: weight(x)**2, 0, 1, **options)[0]
    assert np.isclose(first, integral, rtol=1e-8)
    assert np.isclose(second / first**2 - 1, formula(y0, y1), rtol=1e-5)

prefactor = 4 * np.pi * alpha**2 / s * gev2_to_nb
cross_section = prefactor * integral
e_fourth = (4 * np.pi * alpha)**2
spinor_integral = quad(lambda a: 2 * np.pi * np.sin(a) * spin_sum(a) / 4,
                       theta_min, theta_max, epsabs=0, epsrel=1e-8)[0]
spinor_sigma = e_fourth * spinor_integral / (64 * np.pi**2 * s) * gev2_to_nb
assert np.isclose(spinor_sigma, cross_section, rtol=1e-5)

# limits for a small symmetric cut, and the efficiency bound of the map
tiny = 1e-6
flat_limit = flat_variance(tiny, 1 - tiny) * 3 * tiny
map_limit = map_variance(tiny, 1 - tiny) / tiny
assert abs(flat_limit - 1) < 0.01
assert abs(map_limit / (8 / 7) - 1) < 0.01
for _ in range(300):
    a, b = np.sort(rng.uniform(0.001, 0.999, 2))
    if b - a > 0.01:
        grid = np.linspace(a, b, 400)
        mean = shape_integral(a, b) / (1 / a - 1 / b)
        assert mean / np.max(h(grid)**2) > 9 / 16

# ---------- pure 1/y^2 pole on bins of equal integral ----------
for count in (1, 7, bins):
    edge = 1 / np.linspace(1 / y0, 1 / y1, count + 1)
    second = sum(count * (b - a) * quad(lambda y: y**-4, a, b,
                                        epsabs=0, epsrel=1e-10)[0]
                 for a, b in zip(edge[:-1], edge[1:]))
    pole_variance = D * (y1 - y0) / (3 * count**2)
    assert np.isclose(second / D**2 - 1, pole_variance, rtol=1e-6)
    largest = np.max(count * np.diff(edge) / edge[:-1]**2)
    pole_efficiency = 1 / (1 + y1 * D / count)
    assert np.isclose(D / largest, pole_efficiency, rtol=1e-9)

# ---------- VEGAS: adaptive bins of equal probability ----------
rounds, points_per_bin, damping = 80, 40, 0.75


def train_vegas(weight):
    edges = np.linspace(0, 1, bins + 1)
    history = {}
    for step in range(1, rounds + 1):
        width = np.diff(edges)
        jitter = rng.random((bins, points_per_bin))
        fraction = (np.arange(points_per_bin) + jitter) / points_per_bin
        x = edges[:-1, None] + width[:, None] * fraction
        share = width * weight(x).mean(axis=1)
        share /= share.sum()
        importance = ((1 - share) / -np.log(share))**damping
        total = np.concatenate(([0.0], np.cumsum(importance)))
        edges = np.interp(np.linspace(0, total[-1], bins + 1), total, edges)
        edges[0], edges[-1] = 0.0, 1.0
        history[step] = edges.copy()
    return history


nodes, node_weights = np.polynomial.legendre.leggauss(40)


def grid_moments(weight, edges):
    """Integral in each bin and relative variance for a frozen grid."""
    width = np.diff(edges)
    x = edges[:-1, None] + width[:, None] * (nodes + 1) / 2
    values = weight(x)
    areas = width * (values @ node_weights) / 2
    squares = width * (values**2 @ node_weights) / 2
    second = len(width) * np.sum(width * squares)
    return areas, second / areas.sum()**2 - 1


def bin_maxima(weight, edges):
    """Both weights reach their maximum in a bin at one of its ends."""
    ends = np.maximum(weight(edges[:-1]), weight(edges[1:]))
    return (len(edges) - 1) * np.diff(edges) * ends


flat_history = train_vegas(unit_flat)
map_history = train_vegas(unit_map)
whole = np.array([0.0, 1.0])
samplers = {
    "flat": (unit_flat, whole, flat_variance(y0, y1)),
    "map": (unit_map, whole, map_variance(y0, y1)),
}
spread = {}
for name, weight, history in (("VEGAS", unit_flat, flat_history),
                              ("map+VEGAS", unit_map, map_history)):
    edges = history[rounds]
    areas, variance = grid_moments(weight, edges)
    assert np.isclose(areas.sum(), integral, rtol=1e-8)
    spread[name] = np.max(np.abs(areas * bins / integral - 1))
    assert spread[name] < 0.08
    assert np.argmax(bin_maxima(weight, edges)) == bins - 1
    samplers[name] = (weight, edges, variance)

# ---------- simulation of all four samplers ----------
trials = 400000
y_split = np.sin(np.radians(20.0) / 2)**2
forward_share = quad(shape, y0, y_split, epsabs=0)[0] / integral
results = {}
for name, (weight, edges, variance) in samplers.items():
    number = len(edges) - 1
    index = rng.integers(number, size=trials)
    width = np.diff(edges)[index]
    x = edges[index] + width * rng.random(trials)
    w = number * width * weight(x)
    y = y0 + (y1 - y0) * x if weight is unit_flat else y_map(x)
    error = w.std() / np.sqrt(trials)
    assert abs(w.mean() - integral) < 5 * error
    deviation = (w / integral - 1)**2
    assert (abs(deviation.mean() - variance)
            < 5 * deviation.std() / np.sqrt(trials))
    top = np.max(bin_maxima(weight, edges))
    assert w.max() <= top * (1 + 1e-10)
    efficiency = integral / top
    accepted = rng.random(trials) * top < w
    binomial = np.sqrt(efficiency * (1 - efficiency) / trials)
    assert abs(accepted.mean() - efficiency) < 5 * binomial
    measured = np.mean(y[accepted] < y_split)
    binomial = np.sqrt(forward_share * (1 - forward_share) / accepted.sum())
    assert abs(measured - forward_share) < 5 * binomial
    results[name] = (prefactor * w.mean(), prefactor * error, variance,
                     efficiency, accepted.mean(), measured)

assert results["map+VEGAS"][2] < results["map"][2] < results["flat"][2]
assert results["map+VEGAS"][3] < results["map"][3]
assert results["VEGAS"][3] < results["map"][3]

# ---------- numbers for the text ----------
print(f"centre-of-mass energy: {root_s:.1f} GeV")
print(f"angles: {np.degrees(theta_min):.0f} to {np.degrees(theta_max):.0f} deg")
print(f"fine-structure constant: {alpha:.9f}")
print(f"y0, y1: {y0:.7f}, {y1:.7f}")
print(f"D: {D:.4f}; integral I: {integral:.4f}")
print(f"prefactor 4 pi alpha^2/s: {prefactor:.5f} nb")
print(f"cross section, closed form: {cross_section:.4f} nb")
print(f"cross section, massive spinors: {spinor_sigma:.4f} nb")
print(f"relative mass effect at smallest angle: {mass_effect:.1e}")
print(f"f(y0), f(y1): {shape(y0):.2f}, {shape(y1):.5f}")
print(f"map weight D h^2, min and max: {D*9/16:.3f}, {D*h(y0)**2:.3f}")
y_half = y_map(0.5)
print(f"X=1/2: y = {y_half:.6f}, "
      f"theta = {np.degrees(2*np.arcsin(np.sqrt(y_half))):.3f} deg")
print(f"X=1/2: weight = {unit_map(0.5):.3f}, "
      f"acceptance = {(h(y_half)/h(y0))**2:.4f}")
print(f"small-cut limit y0=1e-6: 3 y0 V_flat = {flat_limit:.5f}")
print(f"small-cut limit y0=1e-6: V_map/y0 = {map_limit:.5f} (8/7={8/7:.5f})")
print(f"leading estimates: flat {1/(3*y0):.3f}, map {8*y0/7:.6f}")
print(f"simulated points per sampler: {trials}")
print(f"exact share of events below 20 deg: {forward_share:.4f}")
for name, (value, error, variance, efficiency, hit, share) in results.items():
    print(f"{name}: sigma = {value:.4f} +- {error:.4f} nb")
    print(f"{name}: relative variance = {variance:.6g}")
    print(f"{name}: points for 0.1% error = {variance/1e-6:.0f}")
    print(f"{name}: efficiency = {efficiency:.5f}, simulated {hit:.5f}")
    print(f"{name}: trials per event = {1/efficiency:.3f}")
    print(f"{name}: accepted share below 20 deg = {share:.4f}")
print(f"VEGAS: {bins} bins, {rounds} rounds, damping {damping}")
print(f"VEGAS training calls per grid: {rounds*bins*points_per_bin}")
for step in (5, 20, 80):
    print(f"VEGAS relative variance after {step} rounds: "
          f"{grid_moments(unit_flat, flat_history[step])[1]:.5f}")
print(f"largest bin-integral deviation: VEGAS {spread['VEGAS']:.4f}, "
      f"map+VEGAS {spread['map+VEGAS']:.4f}")
print(f"pure pole, {bins} bins: variance {pole_variance:.5f}, "
      f"efficiency {pole_efficiency:.4f}")
last_flat = y0 + (y1 - y0) * flat_history[rounds][-2]
last_map = y_map(map_history[rounds][-2])
print(f"last bin starts at y: VEGAS {last_flat:.4f}, map+VEGAS {last_map:.4f}")
print("no test failed")
```

Printed output:

```
centre-of-mass energy: 10.0 GeV
angles: 10 to 170 deg
fine-structure constant: 0.007297353
y0, y1: 0.0075961, 0.9924039
D: 130.6384; integral I: 123.1889
prefactor 4 pi alpha^2/s: 2.60563 nb
cross section, closed form: 320.9851 nb
cross section, massive spinors: 320.9851 nb
relative mass effect at smallest angle: 1.0e-08
f(y0), f(y1): 17070.39, 1.00012
map weight D h^2, min and max: 73.484, 128.676
X=1/2: y = 0.015077, theta = 14.106 deg
X=1/2: weight = 126.787, acceptance = 0.9853
small-cut limit y0=1e-6: 3 y0 V_flat = 1.00004
small-cut limit y0=1e-6: V_map/y0 = 1.14227 (8/7=1.14286)
leading estimates: flat 43.882, map 0.008681
simulated points per sampler: 400000
exact share of events below 20 deg: 0.7776
flat: sigma = 318.1094 +- 3.3894 nb
flat: relative variance = 46.1841
flat: points for 0.1% error = 46184090
flat: efficiency = 0.00733, simulated 0.00733
flat: trials per event = 136.466
flat: accepted share below 20 deg = 0.7701
map: sigma = 321.0123 +- 0.0390 nb
map: relative variance = 0.00592273
map: points for 0.1% error = 5923
map: efficiency = 0.95736, simulated 0.95763
map: trials per event = 1.045
map: accepted share below 20 deg = 0.7779
VEGAS: sigma = 320.9746 +- 0.0806 nb
VEGAS: relative variance = 0.0252047
VEGAS: points for 0.1% error = 25205
VEGAS: efficiency = 0.19563, simulated 0.19523
VEGAS: trials per event = 5.112
VEGAS: accepted share below 20 deg = 0.7783
map+VEGAS: sigma = 320.9705 +- 0.0082 nb
map+VEGAS: relative variance = 0.000259129
map+VEGAS: points for 0.1% error = 259
map+VEGAS: efficiency = 0.64537, simulated 0.64503
map+VEGAS: trials per event = 1.549
map+VEGAS: accepted share below 20 deg = 0.7795
VEGAS: 50 bins, 80 rounds, damping 0.75
VEGAS training calls per grid: 160000
VEGAS relative variance after 5 rounds: 0.57786
VEGAS relative variance after 20 rounds: 0.01366
VEGAS relative variance after 80 rounds: 0.02520
largest bin-integral deviation: VEGAS 0.0245, map+VEGAS 0.0006
pure pole, 50 bins: variance 0.01715, efficiency 0.2783
last bin starts at y: VEGAS 0.2084, map+VEGAS 0.2048
no test failed
```
